# The largest Hashin–Shtrikman width for an isotropic porous k = 4 solid: a program that tests the result

```python
# Result under test: for an isotropic porous solid (skeleton permittivity 4,
# empty pores 1) the Hashin-Shtrikman interval at porosity p has width
#   W(p) = 6 p (1-p) / ((1+p)(3+p)),
# largest at p = (2 sqrt(6) - 3)/5, where W = 15 - 6 sqrt(6).
# Symbols: k = relative permittivity, p = pore volume fraction,
# upper/lower = ends of the interval, e = local field for unit mean field.
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0
from scipy.optimize import brentq, minimize_scalar

K_SOLID = 4.0


def hs_bound(k_host, k_other, fraction_other):
    """Hashin-Shtrikman value with k_host as reference phase."""
    return k_host + fraction_other / (
        1 / (k_other - k_host) + (1 - fraction_other) / (3 * k_host))


def bounds(p, k=K_SOLID):
    return hs_bound(1, k, 1 - p), hs_bound(k, 1, p)


def width(p, k=K_SOLID):
    low, high = bounds(p, k)
    return high - low


# ---- symbolic form of the width and its stationary point ----
p_s, k_s = sp.symbols("p k", positive=True)
low_s, high_s = bounds(p_s, k_s)
general_width = (2 * p_s * (1 - p_s) * (k_s - 1)**3
                 / ((3 + p_s * (k_s - 1)) * (2 * k_s + 1 + p_s * (k_s - 1))))
assert sp.simplify(high_s - low_s - general_width) == 0
low4, high4 = bounds(p_s, sp.Integer(4))
width4 = 6 * p_s * (1 - p_s) / ((1 + p_s) * (3 + p_s))
assert sp.simplify(high4 - low4 - width4) == 0
p_exact = (2 * sp.sqrt(6) - 3) / 5
slope_numerator = sp.numer(sp.together(sp.diff(high4 - low4, p_s)))
roots = [complex(r) for r in sp.Poly(sp.expand(slope_numerator), p_s).nroots()]
inside = [r.real for r in roots if abs(r.imag) < 1e-9 and 0 < r.real < 1]
assert len(inside) == 1 and abs(inside[0] - float(p_exact)) < 1e-10
assert sp.simplify(high4.subs(p_s, p_exact) - (10 - 3 * sp.sqrt(6))) == 0
assert sp.simplify(low4.subs(p_s, p_exact) - (3 * sp.sqrt(6) - 5)) == 0

# ---- closed optimum for general skeleton k against numerical search ----


def optimum(k):
    a, b = np.sqrt(2 * k + 1), np.sqrt(k * (k + 2))
    return a / (a + b), (k - 1)**3 / (k * k + 7 * k + 1 + 3 * a * b)


for k_test in (1.5, 2.5, 4.0, 12.0):
    found = minimize_scalar(lambda x: -width(x, k_test), bounds=(0.001, 0.999),
                            method="bounded", options={"xatol": 1e-10})
    p_formula, w_formula = optimum(k_test)
    assert abs(found.x - p_formula) < 1e-5
    assert abs(-found.fun - w_formula) < 1e-9 * max(1, w_formula)

p_opt, w_opt = optimum(K_SOLID)
k_low, k_high = bounds(p_opt)
k_mid = (k_low + k_high) / 2

# ---- attainment: coated sphere that leaves the outside field uniform ----


def outside_dipole(k_medium, k_core, k_shell, core_fraction):
    """Solve potential and displacement matching; outer radius is one."""
    c = core_fraction
    matrix = np.array([[1, -1, -1 / c, 0],
                       [k_core, -k_shell, 2 * k_shell / c, 0],
                       [0, 1, 1, -1],
                       [0, k_shell, -2 * k_shell, 2 * k_medium]], float)
    return np.linalg.solve(matrix, np.array([0, 0, 1, k_medium], float))[3]


for p_test in (0.15, p_opt, 0.7):
    neutral_high = brentq(outside_dipole, 1, 4, args=(1, 4, p_test))
    neutral_low = brentq(outside_dipole, 1, 4, args=(4, 1, 1 - p_test))
    assert np.allclose((neutral_low, neutral_high), bounds(p_test), atol=1e-9)

# ---- periodic cells: minimize the field energy with curl-free fields ----
N = 27  # odd, so every Fourier mode has its partner of opposite sign
q = np.fft.fftfreq(N) * N
wave = np.array(np.meshgrid(q, q, q, indexing="ij"))
length = np.sqrt((wave**2).sum(axis=0))
length[0, 0, 0] = 1
unit = wave / length


def curl_free_part(field):
    modes = np.fft.fftn(field, axes=(1, 2, 3))
    along = (unit * modes).sum(axis=0)
    return np.fft.ifftn(unit * along, axes=(1, 2, 3)).real


def solve_cell(pores):
    """Diagonal effective permittivities and mean pore fields."""
    k_grid = np.where(pores, 1.0, K_SOLID)
    k_eff, pore_field = [], []
    for axis in range(3):
        mean_field = np.zeros((3, N, N, N))
        mean_field[axis] = 1
        change = np.zeros_like(mean_field)
        residual = -curl_free_part(k_grid * mean_field)
        direction = residual.copy()
        norm = (residual**2).sum()
        for _ in range(100):
            if norm < 1e-18 * N**3:
                break
            image = curl_free_part(k_grid * direction)
            step = norm / (direction * image).sum()
            change += step * direction
            residual -= step * image
            new_norm = (residual**2).sum()
            direction = residual + new_norm / norm * direction
            norm = new_norm
        assert norm < 1e-18 * N**3
        e = mean_field + change
        k_eff.append((k_grid * (e**2).sum(axis=0)).mean())
        pore_field.append(e[axis][pores].mean())
    return np.array(k_eff), np.array(pore_field)


index = np.arange(N)
I, J, K = np.meshgrid(index, index, index, indexing="ij")


def squared_distance(site):
    """Exact integer, in half-grid steps; site is 0 (corner) or N (centre)."""
    parts = [(2 * c - site + N) % (2 * N) - N for c in (I, J, K)]
    return sum(c**2 for c in parts)


site_distance = np.minimum(squared_distance(0), squared_distance(N))
# rounding keeps points that are equal by symmetry on the same side
surface = np.round(sum(np.cos(2 * np.pi * c / N) for c in (I, J, K)), 9)
rng = np.random.default_rng(7)
noise = rng.random((N, N, N))
cells = {
    "pore array": site_distance < np.quantile(site_distance, p_opt),
    "grain array": site_distance >= np.quantile(site_distance, 1 - p_opt),
    "bicontinuous": surface < np.quantile(surface, p_opt),
    "random voxels": noise < p_opt,
    "random, few pores": noise < 0.2,
    "random, many pores": noise < 0.7,
}
for name in ("pore array", "grain array", "bicontinuous"):
    assert np.array_equal(cells[name], cells[name].transpose(1, 2, 0)), name

cell_results = {}
for name, pores in cells.items():
    p_cell = pores.mean()
    k_axes, field_axes = solve_cell(pores)
    low, high = bounds(p_cell)
    k_cell = k_axes.mean()
    assert low < k_cell < high, name
    assert np.allclose(field_axes, (K_SOLID - k_axes) / (3 * p_cell), atol=1e-6)
    cell_results[name] = (p_cell, k_cell, (k_cell - low) / (high - low),
                          field_axes.mean())
assert cell_results["pore array"][2] > cell_results["grain array"][2]
assert cell_results["pore array"][3] < cell_results["grain array"][3]

# directional average of the pore spectrum in a cubic cell, one axis only
pores = cells["pore array"]
spectrum = np.abs(np.fft.fftn(pores.astype(float)) / N**3)**2
one_axis = (spectrum * unit[0]**2).sum()
assert abs(one_axis - pores.mean() * (1 - pores.mean()) / 3) < 1e-10


# laminate: known series and parallel values, outside the isotropic interval
def series_k(p):
    return 1 / (p + (1 - p) / K_SOLID)


def parallel_k(p):
    return p + (1 - p) * K_SOLID


layers = I < 10
p_layers = layers.mean()
k_layers, _ = solve_cell(layers)
assert np.allclose(k_layers, [series_k(p_layers)] + 2 * [parallel_k(p_layers)],
                   atol=1e-7)
low, high = bounds(p_layers)
assert k_layers[0] < low and k_layers[1] > high
assert low < k_layers.mean() < high

# ---- slopes, relative spread, and the engineering example ----
h = 1e-5
slopes = [(bounds(p_opt + h)[i] - bounds(p_opt - h)[i]) / (2 * h) for i in (0, 1)]
assert abs(slopes[0] - slopes[1]) < 1e-6
relative = minimize_scalar(lambda s: -width(s) / (sum(bounds(s)) / 2),
                           bounds=(0.01, 0.99), method="bounded",
                           options={"xatol": 1e-9})
assert relative.x > p_opt + 0.01

thickness_nm, pad_um, bias_V = 100.0, 100.0, 5.0
breakdown_MV_cm = 5.0
porosity_error, k_skeleton_alt = 0.02, 3.9
water_fraction, k_water = 0.01, 80.0
skin_nm, pore_nm = 5.0, 2.0


def capacitance_nF_cm2(k):
    return epsilon_0 * k / (thickness_nm * 1e-9) * 1e9 / 1e4


def film_with_layer(layer_nm, k_layer):
    return thickness_nm / (layer_nm / k_layer
                           + (thickness_nm - layer_nm) / k_mid)


field_MV_cm = bias_V / (thickness_nm * 1e-7) / 1e6
pore_fields = [(K_SOLID - k) / (3 * p_opt) for k in (k_low, k_high)]
assert field_MV_cm * max(pore_fields) < breakdown_MV_cm
alt_mid = sum(bounds(p_opt, k_skeleton_alt)) / 2
water_shift = hs_bound(k_mid, k_water, water_fraction) - k_mid
skin_shift = film_with_layer(skin_nm, K_SOLID) - k_mid
electrode_shift = film_with_layer(2 * pore_nm, series_k(p_opt)) - k_mid
laminate_width = parallel_k(p_opt) - series_k(p_opt)
assert laminate_width > w_opt

print(f"skeleton permittivity: {K_SOLID:.1f} (dimensionless)")
print(f"porosity of largest width: {p_opt:.4f} = {100*p_opt:.1f} percent")
print(f"lower bound there: {k_low:.4f}")
print(f"upper bound there: {k_high:.4f}")
print(f"midpoint: {k_mid:.4f}")
print(f"largest width: {w_opt:.4f}")
print(f"half-width over midpoint: {100*w_opt/2/k_mid:.2f} percent")
for p_show in (0.1, 0.2, 0.3, 0.5, 0.7):
    lo, hi = bounds(p_show)
    print(f"p={p_show:.1f}: lower {lo:.4f}, upper {hi:.4f}, width {hi-lo:.4f}")
print(f"common slope dk/dp at optimum: {slopes[0]:.3f}")
print(f"porosity of largest width/midpoint: {relative.x:.4f}")
print(f"largest width/midpoint: {-100*relative.fun:.2f} percent")
print("cells: porosity, k, place in interval (0 low, 1 high), pore field/E")
for name, (pc, kc, place, fc) in cell_results.items():
    print(f"  {name}: {pc:.4f}, {kc:.4f}, {place:.3f}, {fc:.3f}")
print(f"laminate cell porosity: {p_layers:.4f}")
print(f"laminate k across, along: {k_layers[0]:.4f}, {k_layers[1]:.4f}")
print(f"isotropic bounds at that porosity: {low:.4f}, {high:.4f}")
print(f"film thickness: {thickness_nm:.0f} nm; pad side: {pad_um:.0f} um")
print(f"capacitance at lower bound: {capacitance_nF_cm2(k_low):.2f} nF/cm2")
print(f"capacitance at upper bound: {capacitance_nF_cm2(k_high):.2f} nF/cm2")
print(f"capacitance spread: {capacitance_nF_cm2(w_opt):.2f} nF/cm2")
print(f"laminate limits at optimum: {series_k(p_opt):.4f}, {parallel_k(p_opt):.4f}")
print(f"laminate width (isotropy dropped): {laminate_width:.3f}")
print(f"k shift for porosity error {porosity_error:.2f}: "
      f"{abs(slopes[0])*porosity_error:.3f}")
print(f"porosity error equal to full width: {w_opt/abs(slopes[0]):.3f}")
print(f"midpoint shift for skeleton k {k_skeleton_alt:.1f}: {alt_mid-k_mid:.3f}")
print(f"optimum for that skeleton: p {optimum(k_skeleton_alt)[0]:.4f}, "
      f"width {optimum(k_skeleton_alt)[1]:.4f}")
print(f"k shift, water beads (volume {water_fraction:.2f}, k {k_water:.0f}): "
      f"{water_shift:.3f}")
print(f"k shift, dense skin of {skin_nm:.0f} nm: {skin_shift:.3f}")
print(f"k shift, {pore_nm:.0f} nm series layer at each face: {electrode_shift:.3f}")
print(f"pad edge band over pad area: {100*4*thickness_nm*1e-3/pad_um:.2f} percent")
print(f"bias: {bias_V:.1f} V; mean field: {field_MV_cm:.2f} MV/cm")
print(f"mean pore field/E at lower, upper bound: "
      f"{pore_fields[0]:.3f}, {pore_fields[1]:.3f}")
print(f"largest of these pore fields: {field_MV_cm*max(pore_fields):.3f} MV/cm")
print(f"rough breakdown field (input): {breakdown_MV_cm:.1f} MV/cm")
print("all assertions hold")
```

Printed output:

```
skeleton permittivity: 4.0 (dimensionless)
porosity of largest width: 0.3798 = 38.0 percent
lower bound there: 2.3485
upper bound there: 2.6515
midpoint: 2.5000
largest width: 0.3031
half-width over midpoint: 6.06 percent
p=0.1: lower 3.4545, upper 3.6129, width 0.1584
p=0.2: lower 3.0000, upper 3.2500, width 0.2500
p=0.3: lower 2.6154, upper 2.9091, width 0.2937
p=0.5: lower 2.0000, upper 2.2857, width 0.2857
p=0.7: lower 1.5294, upper 1.7297, width 0.2003
common slope dk/dp at optimum: -3.152
porosity of largest width/midpoint: 0.5505
largest width/midpoint: 13.45 percent
cells: porosity, k, place in interval (0 low, 1 high), pore field/E
  pore array: 0.3755, 2.6548, 0.966, 1.194
  grain array: 0.3804, 2.4140, 0.223, 1.390
  bicontinuous: 0.3798, 2.5755, 0.749, 1.250
  random voxels: 0.3807, 2.5692, 0.737, 1.253
  random, few pores: 0.1981, 3.2286, 0.888, 1.298
  random, many pores: 0.6958, 1.6134, 0.371, 1.143
laminate cell porosity: 0.3704
laminate k across, along: 1.8947, 2.8889
isotropic bounds at that porosity: 2.3784, 2.6813
film thickness: 100 nm; pad side: 100 um
capacitance at lower bound: 20.79 nF/cm2
capacitance at upper bound: 23.48 nF/cm2
capacitance spread: 2.68 nF/cm2
laminate limits at optimum: 1.8697, 2.8606
laminate width (isotropy dropped): 0.991
k shift for porosity error 0.02: 0.063
porosity error equal to full width: 0.096
midpoint shift for skeleton k 3.9: -0.043
optimum for that skeleton: p 0.3821, width 0.2829
k shift, water beads (volume 0.01, k 80): 0.069
k shift, dense skin of 5 nm: 0.048
k shift, 2 nm series layer at each face: -0.033
pad edge band over pad area: 0.40 percent
bias: 5.0 V; mean field: 0.50 MV/cm
mean pore field/E at lower, upper bound: 1.449, 1.184
largest of these pore fields: 0.725 MV/cm
rough breakdown field (input): 5.0 MV/cm
all assertions hold
```
